# Canonical and grand-canonical twist averaging for free electrons, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Hartree atomic units are used. Free electrons move in $d=1,2,3$ dimensions in a cell of volume $V$. The cell generates a direct lattice $\{\mathbf R\}$ and a reciprocal lattice $\{\mathbf G\}$ with $e^{i\mathbf G\cdot\mathbf R}=1$. A twist $\boldsymbol\theta$ fixes the boundary condition $\psi(\mathbf x+\mathbf R)=e^{i\boldsymbol\theta\cdot\mathbf R}\psi(\mathbf x)$. A plane wave $e^{i\mathbf k\cdot\mathbf x}$ obeys it when $\mathbf k=\mathbf G+\boldsymbol\theta$, so the levels are $\varepsilon=\tfrac12|\mathbf G+\boldsymbol\theta|^2$. Sorted upward they are $\varepsilon_1(\boldsymbol\theta)\le\varepsilon_2(\boldsymbol\theta)\le\dots$, and $N(\varepsilon,\boldsymbol\theta)$ is the number of levels below $\varepsilon$. The twist average is uniform over one reciprocal cell, whose volume is $v=(2\pi)^d/V$:

$$\langle A\rangle=\frac1v\int_{\rm cell}A(\boldsymbol\theta)\,d^d\theta .$$

All extensive quantities refer to one spin species with $N$ electrons. In an unpolarized gas both species fill the same levels, so energies per electron are unchanged.

The infinite system fills the ball $B$ of radius $k_F$. With $c_d=2,\ \pi,\ 4\pi/3$ the volume of the unit ball, the number of states per cell below $\varepsilon=k^2/2$ is $\bar N(\varepsilon)=c_dk^d/v$, and $\mu=k_F^2/2$ is defined by $\bar N(\mu)=N$. Since $\bar N\propto\varepsilon^{d/2}$, the density of states at $\mu$ is $g=dN/(2\mu)$. For $M$ electrons in the same cell, with Fermi energy $\mu(M)\propto M^{2/d}$,

$$E_\infty(M)=\int_0^M\mu(M')\,dM'=\frac{M\mu(M)}{1+2/d}=\frac{d}{d+2}M\mu(M).$$

Canonical filling occupies the $N$ lowest levels at each twist, $E_N(\boldsymbol\theta)=\sum_{j\le N}\varepsilon_j$. Grand-canonical filling occupies every level below $\mu$, with energy $E_\mu(\boldsymbol\theta)$ and particle number $N(\mu,\boldsymbol\theta)=N+\delta N(\boldsymbol\theta)$. The canonical excess is $\Delta E_N=\langle E_N\rangle-E_\infty(N)$. For cubic cells of side $L$, $b=2\pi/L$, $v=b^d$ and $r=k_F/b$.

Numerical twist averages for cubic cells below come from sorting the levels explicitly at the nodes of a product Gauss-Legendre rule on $[0,b/2]^d$, which suffices because every quantity averaged is even in each component of $\boldsymbol\theta$ (for the density matrix along a cell axis the real part is averaged; the imaginary part is odd in $\boldsymbol\theta$ and averages to zero over the full cell). The rule has $120\times122$ nodes in 2D and $36\times38\times40$ in 3D; unequal orders keep the nodes off the symmetry planes where levels are degenerate.

## 2. The simple case: one dimension

Take $\theta\in(0,b/2)$. The wave numbers in order of increasing modulus are $\theta,\ \theta-b,\ \theta+b,\ \theta-2b,\dots$, with moduli $\theta,\ b-\theta,\ b+\theta,\ 2b-\theta,\dots$ The $j$-th modulus sweeps the interval $((j-1)b/2,\ jb/2)$ exactly once as $\theta$ runs over $(0,b/2)$. Negative $\theta$ gives the mirror image, so the average over the half cell suffices:

$$\langle E_N\rangle=\frac{2}{b}\sum_{j=1}^N\int_{(j-1)b/2}^{jb/2}\frac{k^2}{2}dk=\frac2b\int_0^{Nb/2}\frac{k^2}2dk=\frac{N^3b^2}{24}.$$

The infinite system has $2k_F/b=N$, so $\mu=N^2b^2/8$ and $E_\infty=N\mu/3=N^3b^2/24$. The canonical average is exact. The $N$-th level never exceeds $\mu$ and the next never falls below it, so $\delta N=0$ at almost every twist and the two fillings coincide. A six-point Gauss-Legendre average of the sorted levels gives a largest relative deviation of $2.2\times10^{-16}$ for $N=1,\dots,8$, which is rounding.

## 3. Unfolding, and the grand-canonical average

The device used above, that shifted copies of the twist cell cover the $k$ axis once, holds in any dimension. Every $\mathbf k$ is $\mathbf G+\boldsymbol\theta$ for exactly one pair, apart from cell boundaries of zero volume. For integrable $F$,

$$\Big\langle\sum_{\mathbf G}F(\mathbf G+\boldsymbol\theta)\Big\rangle=\frac1v\sum_{\mathbf G}\int_{\rm cell}F(\mathbf G+\boldsymbol\theta)\,d^d\theta=\frac1v\int F(\mathbf k)\,d^dk.\tag{1}$$

Grand-canonical filling occupies $\mathbf k$ if and only if $|\mathbf k|<k_F$. The rule refers to $\mathbf k$ alone, so the momentum distribution assembled from all twists is $n(\mathbf k)=\Theta(k_F-k)$, that of the infinite system. Any one-body average follows from (1) with $F=\Theta(k_F-k)f(\mathbf k)$. The choice $f=1$ gives $\langle N(\mu,\boldsymbol\theta)\rangle=c_dk_F^d/v=N$, that is $\langle\delta N\rangle=0$. The same argument at any energy gives $\langle N(\varepsilon,\boldsymbol\theta)\rangle=\bar N(\varepsilon)$. The choice $f=k^2/2$ gives

$$\langle E_\mu\rangle=\frac1v\int_0^{k_F}\frac{k^2}2\,d\,c_dk^{d-1}dk=\frac{d}{d+2}\,\frac{c_dk_F^d}{v}\,\frac{k_F^2}{2}=E_\infty(N).$$

The choice $f=e^{i\mathbf k\cdot\mathbf x}$ gives the one-body density matrix. In 3D the angular average of the exponential is $\sin(kx)/(kx)$, and with $y=k_Fx$,

$$\frac{\rho(x)}{\rho(0)}=\frac{3}{k_F^3}\int_0^{k_F}k^2\frac{\sin kx}{kx}dk=\frac{3(\sin y-y\cos y)}{y^3}=\frac{3j_1(y)}{y}.\tag{2}$$

This holds for every $\mathbf x$, including separations larger than the cell.

Exactness needs four conditions. The chemical potential must be that of the infinite system at the wanted density; another value reproduces the infinite system at another density. The twist integral must be complete; finite meshes are treated in section 10. The energy per electron must be formed as $\langle E_\mu\rangle/\langle N\rangle$, because (1) applies to sums over states and a ratio taken twist by twist is not such a sum. The electrons must be independent: an exchange energy is a sum over pairs of states at the same twist, whose momenta differ only by a $\mathbf G$, and (1) does not turn it into the double integral of the infinite system. Nothing here is claimed for interacting electrons.

In the limit $d=1$ the ball is the interval $|k|<Nb/2$ found in section 2.

## 4. The first two-dimensional cases

For a square cell and $N=1$, the lowest level is the lattice point nearest the origin, so $\mathbf k$ sweeps the square $|k_x|,|k_y|<b/2$. The mean of $k_x^2$ over $(-b/2,b/2)$ is $b^2/12$, so $\langle E_1\rangle=\tfrac12\cdot2\cdot b^2/12=b^2/12$. The disc of equal area has $\pi k_F^2=b^2$ and $E_\infty=\mu/2=b^2/(4\pi)$. The ratio is $\pi/3=1.04720$.

For $N=2$ and $0<\theta_y<\theta_x<b/2$, the second level is $(\theta_x-b,\theta_y)$. It sweeps the triangle with corners $(-b,0)$, $(-b/2,0)$, $(-b/2,b/2)$. Its eight symmetry images join the first square to form $|k_x|+|k_y|<b$, again a square, of twice the area. The ratio is independent of size and orientation, so it is again $\pi/3$. Quadrature gives $1.04720$ for both $N$.

For a hexagonal cell and $N=1$ the region is a regular hexagon of inradius $a$, made of twelve right triangles with $0<\varphi<\pi/6$ and $k<a/\cos\varphi$. With $t=\tan(\pi/6)=1/\sqrt3$ the area is $12\cdot\tfrac12a^2t=2\sqrt3a^2$, and

$$\int k^2d^2k=12\int_0^{\pi/6}\frac{a^4}{4\cos^4\varphi}d\varphi=3a^4\Big(t+\frac{t^3}3\Big)=\frac{10a^4}{3\sqrt3}.$$

The mean of $k^2$ is therefore $5a^2/9$. The disc of equal area has $k_F^2=2\sqrt3a^2/\pi$ and mean $k^2=k_F^2/2=\sqrt3a^2/\pi$. The ratio is $5\pi/(9\sqrt3)=1.00767$, which a $300\times300$ midpoint mesh over the reciprocal cell reproduces to these digits.

For a simple cubic cell and $N=1$, $\langle E_1\rangle=\tfrac12\cdot3\cdot b^2/12=b^2/8$, while $k_F^3=3b^3/(4\pi)$ gives $E_\infty=\tfrac3{10}(3/4\pi)^{2/3}b^2$. The ratio is $\tfrac{5}{12}(4\pi/3)^{2/3}=1.08272$, as quadrature also gives.

In each case the filled region is a polygon or polyhedron with the volume of the ball, and its energy is higher.

## 5. The general inequality

Fix $\mathbf k=\mathbf G_0+\boldsymbol\theta$. The levels at its twist have momenta $\{\mathbf k+\mathbf G\}$, since $\mathbf G-\mathbf G_0$ runs over the lattice when $\mathbf G$ does. The state $\mathbf k$ is among the $N$ lowest when fewer than $N$ others lie below it, so canonical filling occupies

$$\Omega_N=\{\mathbf k:\ \text{fewer than } N \text{ vectors } \mathbf G\ne0 \text{ have } |\mathbf k+\mathbf G|<|\mathbf k|\}.$$

Ties occur on the Bragg planes $2\mathbf k\cdot\mathbf G+G^2=0$, which have zero volume. $\Omega_N$ is the union of the first $N$ Brillouin zones of the cell, and the canonical momentum distribution is its indicator function. Each twist contributes exactly $N$ points to $\Omega_N$, so (1) gives $|\Omega_N|/v=N=|B|/v$, and also $\langle E_N\rangle=v^{-1}\int_{\Omega_N}\varepsilon\,d^dk$.

Because the volumes are equal, $\mu$ may be subtracted from both integrands. The common part $\Omega_N\cap B$ then cancels:

$$v\,\Delta E_N=\int_{\Omega_N}(\varepsilon-\mu)-\int_B(\varepsilon-\mu)=\int_{\Omega_N\setminus B}(\varepsilon-\mu)+\int_{B\setminus\Omega_N}(\mu-\varepsilon).$$

Outside $B$, $\varepsilon>\mu$; inside, $\varepsilon<\mu$. Both integrands equal $|\varepsilon-\mu|$, so with $D$ the mismatch region $(\Omega_N\setminus B)\cup(B\setminus\Omega_N)$,

$$\Delta E_N=\frac1v\int_D|\varepsilon-\mu|\,d^dk\ \ge0.\tag{3}$$

At one twist both fillings take the lowest levels, $N$ of them in one case and $N+\delta N$ in the other, so they differ by exactly $|\delta N|$ states. Equation (1) applied to the indicator of $D$ gives $|D|/v=\langle|\delta N|\rangle$. The two parts of $D$ have equal volume $wv$, because $|\Omega_N|=|B|$, so

$$2w=\langle|\delta N|\rangle.\tag{4}$$

The distortion of the Fermi surface and the fluctuation of the grand-canonical particle number are the same quantity.

It remains to show that $w>0$ for $d\ge2$; then $\Delta E_N>0$, since $|\varepsilon-\mu|$ vanishes only on the sphere itself. Let $S$ be the Fermi sphere. A point $\mathbf k_0\in S$ has a partner $\mathbf k_0+\mathbf G\in S$ only if $|\mathbf G|\le2k_F$, which allows finitely many $\mathbf G\neq0$. For each, subtracting $|\mathbf k_0|^2=k_F^2$ from $|\mathbf k_0+\mathbf G|^2=k_F^2$ puts $\mathbf k_0$ on a Bragg plane, which cuts $S$ in at most a circle (3D) or two points (2D). Finitely many such sets do not cover $S$. Choose $\mathbf k_0\in S$ with no partner. The other points $\mathbf k_0+\mathbf G$ lie at a nonzero minimum distance from $S$, so within a small ball around $\mathbf k_0$ none of them crosses $S$. In that ball the count is $n_0+1$ inside the sphere and $n_0$ outside. At least one of the two values differs from $N$, so $\delta N\ne0$ on an open set of twists and $w>0$. The argument uses no property of the lattice or of $N$.

In the limit $d=1$, $S$ consists of the two points $\pm Nb/2$, which differ by the lattice vector $Nb$. Both have partners; one state enters whenever the other leaves, and the argument fails exactly where section 2 found no excess.

The density matrix shows the same defect. At a lattice vector $\mathbf R\ne0$ every occupied state carries the phase $e^{i(\mathbf G+\boldsymbol\theta)\cdot\mathbf R}=e^{i\boldsymbol\theta\cdot\mathbf R}$. The canonical sum is $Ne^{i\boldsymbol\theta\cdot\mathbf R}$, whose average over the cell is zero. The exact value (2) is zero only if $k_FR$ happens to be a zero of $j_1$. In 1D the exact function is $\sin(k_Fx)/(k_Fx)$ with $k_FL=N\pi$, which vanishes at every nonzero lattice point.

For the square cell with $N=5$, a $400\times420$ midpoint grid on the quadrant $[0,2b]^2$, with the Bragg lines counted at each point, gives $|\Omega_5|=5.0000\,b^2$ and $|D|=0.6925\,b^2$, against $2w=0.6928$ from twist quadrature. Equation (3) on that grid gives $0.06612\,b^2$, the same digits as $\Delta E_5$ from the sorted levels.

The excess is a property of the completed integral over twists. Refining the set of twists makes the canonical average converge to $E_\infty+\Delta E_N$, not to $E_\infty$. A single twist or a small mesh can lie above, below or by accident on the exact value, but this is sampling error and not a cure.

## 6. A lower bound

The part $\Omega_N\setminus B$ has volume $wv$ and lies outside $B$. Compare it with the spherical shell of the same volume just outside $S$, with outer energy $\mu'$. The step that gave (3), with $\mu'$ in place of $\mu$ and both sets restricted to the exterior of $B$, shows that the shell has the lower energy, and that energy is $E_\infty(N+w)-E_\infty(N)$. Likewise the vacated part $B\setminus\Omega_N$ has at most the energy of the shell just inside $S$, $E_\infty(N)-E_\infty(N-w)$. Since $\Delta E_N$ is the energy added minus the energy vacated,

$$\Delta E_N\ge E_\infty(N+w)+E_\infty(N-w)-2E_\infty(N).\tag{5}$$

Because $E_\infty''=d\mu/dM=1/g$, the right side is $w^2/g$ to second order in $w/N$. In 2D, $E_\infty\propto M^2$ and this is exact: $w^2/g=\mu w^2/N$, or $2w^2/N^2$ relative to $E_\infty=N\mu/2$.

For the square with $N=1$, $wb^2$ is the area of four circular segments cut off by chords at distance $b/2$. Each is a sector minus a triangle, $k_F^2(\alpha-\sin\alpha\cos\alpha)$ with $\cos\alpha=b/(2k_F)=\sqrt\pi/2$. The sum gives $w=0.0905$; twist quadrature of the discontinuous count gives $0.0907$. The bound is $2w^2=0.0164$ relative to $E_\infty$, below the true $\pi/3-1=0.0472$.

For free electrons, the complete grand-canonical twist average reproduces the infinite system, while canonical filling leaves a positive energy excess for $d\ge2$, bounded below by (5). It remains to express that excess through the fluctuations of the level count, find its scaling with $N$, and treat a worked example, finite sets of twists and electrons in a periodic potential.

All numerical values are calculated from the stated model.
